# The Biaxial Modulus of a Cubic (001) Film

A crystalline film grown in registry with a thicker crystal has its in-plane spacing dictated from below. The strain follows from two lattice parameters, but the stress does not follow until one knows which elastic modulus connects them. Young's modulus is wrong, because the film is stretched or squeezed along two directions at once. The sum $C_{11}+C_{12}$ is wrong too, because it belongs to a film whose thickness is held fixed. For the silicon-germanium film treated below, that second choice overstates the stress and the stored energy by 26 % relative to the correct linear result. An overstated stress also makes dislocations seem favourable in a thinner film than they really are.

Let $x$, $y$, $z$ lie along the cube axes of the film, with $z$ along the surface normal [001]. Strains are measured from the film's own relaxed lattice, and a positive stress is tensile. If the relaxed film has lattice parameter $a_f$ and the substrate imposes $a_s$, then

$$
e_{xx}=e_{yy}=e=\frac{a_s-a_f}{a_f},\qquad e_{xy}=0 .
$$

A film with the larger natural lattice parameter has $e<0$ and is compressed. The strains are assumed small enough for linear elasticity, the film is uniform, and the region considered lies many film thicknesses away from any edge.

The substrate fixes three of the six strain components. The other three, $e_{zz}$, $e_{xz}$ and $e_{yz}$, are free to adjust, and the surface determines them. In equilibrium the stress obeys

$$
\frac{\partial\sigma_{iz}}{\partial z}+\frac{\partial\sigma_{ix}}{\partial x}+\frac{\partial\sigma_{iy}}{\partial y}=0,\qquad i=x,y,z .
$$

Nothing varies along $x$ or $y$, so the last two terms vanish and each $\sigma_{iz}$ is constant through the thickness. At the free top surface nothing pushes, pulls or drags on the film. Therefore, throughout it,

$$
\sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0 .
$$

The phrase "zero normal stress" names the first of these conditions. The two shear conditions are equally part of a free surface, and they need to be checked.

The relation between stress and strain comes from the energy per volume $W$, which is quadratic in the strains. Cubic symmetry removes most of the possible terms. A half-turn about $x$ reverses $e_{xy}$ and $e_{xz}$ but leaves $e_{yz}$ and the three normal strains unchanged; half-turns about $y$ and $z$ act correspondingly. A product of a normal strain with a shear strain, or of two different shear strains, changes sign under at least one of these turns. Since the energy cannot change, such products are absent. Threefold turns about the cube diagonals, which every cubic crystal has, carry $x$, $y$ and $z$ cyclically into one another, so the remaining coefficients are equal in groups:

$$
\begin{aligned}
W={}&\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)
+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})\\
&+2C_{44}(e_{xy}^2+e_{yz}^2+e_{zx}^2).
\end{aligned}
$$

The work done in a small change of strain is

$$
dW=\sigma_{xx}de_{xx}+\sigma_{yy}de_{yy}+\sigma_{zz}de_{zz}
+2\sigma_{xy}de_{xy}+2\sigma_{yz}de_{yz}+2\sigma_{zx}de_{zx}.
$$

The factors of two arise because $e_{xy}$ and $e_{yx}$ are equal and both contribute. Comparing coefficients gives

$$
\begin{aligned}
\sigma_{xx}&=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz}),\\
\sigma_{zz}&=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy}),\\
\sigma_{xz}&=2C_{44}e_{xz},\qquad \sigma_{yz}=2C_{44}e_{yz},
\end{aligned}
$$

with $\sigma_{yy}$ obtained from $\sigma_{xx}$ by exchanging $x$ and $y$.

A stable crystal has $C_{44}>0$, so the two shear conditions give $e_{xz}=e_{yz}=0$. The film does not lean sideways. The normal condition becomes

$$
0=\sigma_{zz}=2C_{12}e+C_{11}e_{zz},
\qquad\text{so}\qquad
e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .
$$

The factor 2 counts the two in-plane directions, each of which pushes on the thickness through $C_{12}$. For positive $C_{12}$, a film compressed in its plane grows thicker. Its relative volume change is

$$
2e+e_{zz}=2e\left(1-\frac{C_{12}}{C_{11}}\right),
$$

so the thickness change makes up for part of the lost area, but not all of it when $0<C_{12}<C_{11}$.

Inserting $e_{zz}$ in the in-plane stress gives

$$
\begin{aligned}
\sigma_{xx}&=C_{11}e+C_{12}e+C_{12}\left(-\frac{2C_{12}}{C_{11}}e\right)\\
&=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .
\end{aligned}
$$

The same expression holds for $\sigma_{yy}$. Hence

$$
\boxed{\;\sigma_{xx}=\sigma_{yy}=\sigma=Me,\qquad
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\;}
$$

where $M$ is the biaxial modulus. The first term is the direct response to strain along $x$, the second is the contribution from strain along $y$, and the third is the relief gained by letting the thickness adjust. Because $C_{12}$ is squared there, the relief lowers the modulus whatever the sign of $C_{12}$.

The in-plane part of the stress is $\sigma$ times the unit matrix. For a unit vector $(\cos\theta,\sin\theta)$ in the film plane, the normal stress is

$$
\sigma\cos^2\theta+\sigma\sin^2\theta=\sigma ,
$$

and there is no in-plane shear stress for any $\theta$. Equal biaxial strain of a (001) film therefore produces the same stress along [100] and [110], although the crystal itself is anisotropic.

To see when $M$ is positive, put everything over $C_{11}$ and factor:

$$
M=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .
$$

Multiplying out the brackets gives $C_{11}^2+2C_{11}C_{12}-C_{11}C_{12}-2C_{12}^2$, which is the numerator on the left. Both factors have a meaning. A uniform dilation $e_{xx}=e_{yy}=e_{zz}=d$ costs $\tfrac32(C_{11}+2C_{12})d^2$, while the distortion $e_{xx}=-e_{yy}=d$ costs $(C_{11}-C_{12})d^2$. A stable crystal must make both costs positive. Then $C_{11}$ is positive as well, since

$$
3C_{11}=(C_{11}+2C_{12})+2(C_{11}-C_{12}),
$$

and so $M>0$.

Three limits show what the formula contains. If $C_{12}=0$, the directions are uncoupled, the thickness does not change and $M=C_{11}$. If $C_{12}$ approaches $C_{11}$ at fixed $C_{11}$, then $e_{zz}\to-2e$ and $M\to0$: the film can follow the imposed strain by a distortion at constant volume, and that distortion has become soft. If instead $C_{11}$ and $C_{12}$ both grow without bound while $C_{11}-C_{12}$ stays fixed, the material becomes incompressible. Again $e_{zz}\to-2e$, but now $(C_{11}+2C_{12})/C_{11}\to3$ and $M\to3(C_{11}-C_{12})$. An incompressible film still resists biaxial strain, because its shape must change.

The energy leads to the same modulus by another route. With the shear strains zero and $e_{xx}=e_{yy}=e$,

$$
W=(C_{11}+C_{12})e^2+2C_{12}e\,e_{zz}+\tfrac12C_{11}e_{zz}^2 .
$$

Completing the square in $e_{zz}$ gives

$$
W=Me^2+\tfrac12C_{11}\left(e_{zz}+\frac{2C_{12}}{C_{11}}e\right)^2 .
$$

Expanding the square restores the last two terms of the previous line and adds $2C_{12}^2e^2/C_{11}$, which cancels the negative term in $M$. The free film picks the thickness that makes the square vanish, so its energy density is $Me^2$. There is no factor $\tfrac12$ because two equal strains do work: $dW=\sigma\,de+\sigma\,de=2Me\,de$, which integrates to $Me^2$. If the thickness were clamped at $e_{zz}=0$, the energy would be $(C_{11}+C_{12})e^2$, and the clamp would have to supply a normal stress $2C_{12}e$.

Elastic data are often given as compliances, defined by $e_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz})$ and its cyclic partners. Setting $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{zz}=0$ gives $e=(S_{11}+S_{12})\sigma$ at once. To connect this with the stiffnesses, consider the sum of the three normal strains and the difference of two of them. These show that

$$
S_{11}+2S_{12}=\frac1{C_{11}+2C_{12}},\qquad
S_{11}-S_{12}=\frac1{C_{11}-C_{12}} .
$$

Adding twice the first to the second and dividing by three yields

$$
\begin{aligned}
S_{11}+S_{12}
&=\frac13\left[\frac{2}{C_{11}+2C_{12}}+\frac1{C_{11}-C_{12}}\right]\\
&=\frac{C_{11}}{(C_{11}+2C_{12})(C_{11}-C_{12})}=\frac1M .
\end{aligned}
$$

In a simple pull along a cube axis, Young's modulus is $E=1/S_{11}$ and Poisson's ratio is $\nu=-S_{12}/S_{11}$. Therefore

$$
M=\frac{1}{S_{11}(1+S_{12}/S_{11})}=\frac{E}{1-\nu} .
$$

This has the form used for isotropic films, but here $E$ and $\nu$ must be the cube-axis values.

The elastic argument can be tested on a crystal made of atoms. Take an fcc lattice whose pairs interact through the Morse energy $\exp[-8(r-1)]-2\exp[-4(r-1)]$, with $r$ in units of the preferred pair distance. Each atom interacts with neighbours up to three cubic lattice parameters away along each cube axis; the last digits below depend on this cutoff. Separate small distortions give $C_{12}/C_{11}=0.6971$, for which the formula predicts $M/C_{11}=0.72514$. When the lattice is instead strained by $\pm0.1$ % in its plane and its thickness is relaxed by minimizing the energy, the energy gives 0.72515 and the in-plane stress gives 0.72516. The relaxed ratio $e_{zz}/e$ is $-1.39427$, equal to $-2C_{12}/C_{11}$ to the digits shown.

For a worked case, take a silicon-germanium film with about 20 % germanium on a Si(001) wafer. The film is 10 nm thick and has $e=-0.8$ %. Rough, silicon-like constants are $C_{11}=160$ GPa, $C_{12}=60$ GPa and $C_{44}=77$ GPa. Then

$$
M=160+60-\frac{2\times60^2}{160}=220-45=175\ \text{GPa},
$$

or about 1090 eV/nm³. The film stress and thickness strain are

$$
\begin{aligned}
\sigma&=175\times(-0.008)=-1.40\ \text{GPa},\\
e_{zz}&=-0.75\times(-0.8\,\%)=+0.60\,\% .
\end{aligned}
$$

Clamping the thickness would raise the compressive stress to 1.76 GPa and require a normal pressure of 0.96 GPa on the surface. The free film avoids both by expanding upward.

That expansion appears in the vertical lattice parameter. With $a_s=0.543$ nm, the relaxed film has $a_f=0.543/0.992=0.5474$ nm, and the strained film has $0.5474\times1.006=0.5507$ nm along the normal. Taking the vertical value for the relaxed one would exaggerate the misfit: the vertical spacing exceeds that of the substrate by about 1.4 %, of which 0.8 % is misfit and 0.6 % is elastic response.

The stored energy is $175\times10^9\times(0.008)^2=1.12\times10^7$ J/m³. With eight atoms in the cubic cell of volume $a_f^3$, this is 1.43 meV per atom. Small as that is, it adds up through the thickness to 0.112 J/m² of film area, and it grows in proportion to the thickness. The force per width is $\sigma h=-14$ N/m for $h=10$ nm.

The cube-axis values $E=127.3$ GPa and $\nu=0.2727$ give $E/(1-\nu)=175$ GPa, as they must. Values averaged over crystal orientations do not. Averaging the stiffness at a common strain gives a shear modulus $G=(C_{11}-C_{12}+3C_{44})/5=66.2$ GPa and, with the bulk modulus $(C_{11}+2C_{12})/3$, a Poisson's ratio of 0.213. For these, $E/(1-\nu)=2G(1+\nu)/(1-\nu)=204$ GPa, which is 17 % above the modulus of the (001) film. The average contains $C_{44}$, which the (001) film never brings into play.

A film with normal [111] does use $C_{44}$. Let $\mathbf n=(1,1,1)/\sqrt3$ and let $e_n$ be the strain along it. Threefold symmetry about $\mathbf n$ permits a strain equal to $e$ times the unit matrix plus $\delta\,\mathbf n\mathbf n^{T}$, with $\delta=e_n-e$. In the cube axes each normal strain is $e+\delta/3$ and each shear strain is $\delta/3$. Writing $K=C_{11}+2C_{12}$, each normal stress is $A=K(e+\delta/3)$ and each shear stress is $B=2C_{44}\delta/3$. This stress matrix sends $\mathbf n$ into $(A+2B)\mathbf n$, so the shear tractions vanish and the free surface requires $A+2B=0$:

$$
K\left(e+\frac{\delta}{3}\right)+\frac{4C_{44}\delta}{3}=0,
\qquad
\delta=-\frac{3Ke}{K+4C_{44}} .
$$

A vector in the film plane has components that add to zero, and the matrix multiplies it by $A-B$. Since $A=-2B$, the in-plane stress is $-3B=-2C_{44}\delta$, and

$$
M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}
=\frac{6\times77\times280}{588}=220\ \text{GPa}.
$$

That this equals $C_{11}+C_{12}$ is an accident of the rounded constants: $M_{111}$ varies with $C_{44}$, while the clamped (001) modulus does not. If $C_{44}=(C_{11}-C_{12})/2$, the crystal is elastically isotropic and $M_{111}$ reduces to $M$. A (011) film with the present constants has no single biaxial modulus: equal strains give a stress-to-strain ratio of 190 GPa along [100] and 231 GPa along $[01\bar1]$.

How far can the 1.40 GPa be trusted for a real film of this kind? The constants are rough. They are already close to those of the alloy: interpolating measured constants of silicon and germanium to 20 % germanium gives $M\approx172$ GPa, against 180 GPa for pure silicon. As a measure of the sensitivity to composition, mixing a further 20 % of germanium-like values, $C_{11}=130$ GPa and $C_{12}=50$ GPa, into the constants used here lowers $M$ by 3.8 % to 168 GPa. At a growth temperature of 900 K, a softening of $10^{-4}$ per kelvin lowers the modulus by 6 % from its value at 300 K, while the misfit grows by 4.5 % if the film expands by $6\times10^{-7}$ per kelvin more than the wafer. With these rough coefficients the two changes partly cancel, and the stress falls by about 2 %. A much larger change would follow if the film did not remain fully strained. If dislocations relieved half of the misfit equally in both directions, the mean stress would be halved, with $M$ unchanged.

The strain is also large enough for linear elasticity to be slightly off. For a crystal with the symmetry of silicon, the next terms in the energy are the following, cubic in the strains $\eta_i=e_i+e_i^2/2$, where $e_i$ are the three normal strains:

$$
W_3=\frac{C_{111}}6\sum_i\eta_i^3+\frac{C_{112}}2\sum_{i\ne j}\eta_i^2\eta_j+C_{123}\eta_1\eta_2\eta_3 .
$$

The quadratic energy is written in the same $\eta_i$. With rough constants of $-800$, $-450$ and $-60$ GPa, and with the thickness relaxed again, the compressive force per current area is 2.6 % larger than $M|e|$.

The wafer was taken as rigid. A film force of size $f$ per width on one face of a free wafer of thickness $H$ stretches it by $f/(MH)$. It also exerts a moment $fH/2$ against a bending stiffness $MH^3/12$, which gives a curvature $6f/(MH^2)$ and a further face strain of $3f/(MH)$. For $H=700$ µm and the same $M$, the total is

$$
\frac{4f}{MH}=\frac{4\times14}{175\times10^9\times7\times10^{-4}}\approx4.6\times10^{-7},
$$

less than one part in ten thousand of the film strain. Air pressure is similarly negligible beside the film stress. Surface stresses that are equal on the two faces of the wafer do not bend it. If growing the film changed the difference between them by roughly 1 N/m, however, that would be 7 % of the film force, and it would matter if that force were inferred from the bending of the wafer.

Whether dislocations can pay for themselves is a question of energy. A 60-degree dislocation with Burgers vector length $b=0.384$ nm has an in-plane edge component $b/2$, so it releases work $|\sigma|hb/2$ per length. An isotropic estimate of its own energy per length is

$$
\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right],
$$

where $G$ and $\nu$ are the averaged values and the added 1 is a rough allowance for the core. The two balance at $h\approx17$ nm. At 10 nm the dislocation costs more than it releases, so within this estimate the fully strained film is stable against such dislocations. The margin is less than a factor of two and the core term is uncertain. The conclusion also holds only for 60-degree dislocations, the kind that can glide in from the surface. A pure edge dislocation with its Burgers vector in the interface releases $|\sigma|hb$, costs the same expression with $1-\nu/4$ replaced by 1, and balances already at about 7 nm; it cannot glide in on a {111} plane, so the 10 nm film is protected from it by kinetics and not by energy. A hot strained film can also shed energy by roughening its surface over wavelengths of a few hundred nanometres, which the flat-film result does not describe. A film several times thicker would be a candidate for relaxation, and its stress should then be found from its measured remaining strain, not from the full misfit. The remaining values are in the numerical output.

## Computed values

```
Morse crystal C12/C11: 0.6971
Morse M/C11, from energy: 0.72515
Morse M/C11, from stress: 0.72516
Morse M/C11, from formula: 0.72514
Morse e_zz/e, relaxed: -1.39427
Morse e_zz/e, formula: -1.39427
Input C11, C12, C44: 160, 60, 77 GPa
Input in-plane strain: -0.80 %
Input film thickness: 10 nm
Input wafer thickness: 700 um
Input substrate lattice parameter: 0.543 nm
Term 2 C12^2/C11: 45.0 GPa
Biaxial modulus M: 175.0 GPa
M converted: 1092 eV/nm^3
Clamped modulus C11+C12: 220.0 GPa
Ratio e_zz/e: -0.750
Thickness strain e_zz: 0.60 %
Film stress: -1.400 GPa
Clamped in-plane stress: -1.760 GPa
Clamped normal stress: -0.960 GPa
Relaxed film lattice parameter: 0.5474 nm
Vertical film lattice parameter: 0.5507 nm
Energy density: 11.20 MJ/m^3
Energy per atom: 1.43 meV
Energy per film area: 0.112 J/m^2
Film force per width: -14.0 N/m
Cube-axis Young modulus: 127.3 GPa
Cube-axis Poisson ratio: 0.2727
Polycrystal G: 66.2 GPa, Poisson ratio: 0.213
Polycrystal E/(1-nu): 204.1 GPa (+16.7 %)
(111) film modulus: 220.0 GPa
(011) film stress/strain along [100]: 190.2 GPa
(011) film stress/strain along [01-1]: 230.6 GPa
Input C111, C112, C123: -800, -450, -60 GPa
Nonlinear change of stress size: +2.6 %
Input Ge C11, C12: 130, 50 GPa
Alloy-mixed M: 168.3 GPa (-3.8 %)
Input growth, room temperature: 900, 300 K
Input softening rate: 1e-04 1/K
Input expansion difference: 6e-07 1/K
Modulus change at growth: -6.0 %
Misfit size change at growth: +4.5 %
Wafer face strain: 4.6e-07
Wafer strain/film strain: 5.7e-05
Air pressure/film stress: 7.2e-05
Input surface stress: 1 N/m
Surface stress/film force: 7.1 %
Burgers vector length: 0.384 nm
Rough critical thickness: 16.6 nm
```
